# Arrival Times, Equal Velocities and the Neutrino Oscillation Phase

**Q:** I think the usual neutrino oscillation phase is too small by a factor of two. Take two mass components with $m_2>m_1$, emitted together at $x=0$, $t=0$, and set $\hbar=c=1$. Component $i$ reaches the detector at distance $L$ at its own time

$$t_i=\frac{L}{v_i}=\frac{LE_i}{p_i},$$

since its group velocity is $v_i=dE_i/dp_i=p_i/E_i$. The phase it has collected by then is

$$E_it_i-p_iL=\frac{(E_i^2-p_i^2)L}{p_i}=\frac{m_i^2L}{p_i}.$$

The momenta are nearly equal and close to the energy $E$, so the difference is $\Delta m^2L/E$, with $\Delta m^2=m_2^2-m_1^2$. The usual result is $\Delta m^2L/(2E)$. I believe that equal velocities lead to the same doubling.

**A:** Your algebra for separate arrival times is right, provided $|\Delta p|/p$ is much smaller than $\Delta m^2/m_2^2$, so that both momenta may be replaced by one $E$ in the last step. The question is whether that difference of phases is what a detector responds to. Interference is the cross term $\psi_1\psi_2^*$ in a squared sum of amplitudes, and both amplitudes in it belong to the same place and the same time. For plane waves $e^{i(p_ix-E_it)}$ the phase of the cross term at $x=L$ is

$$(p_1L-E_1t)-(p_2L-E_2t)=\Delta E\,t-\Delta p\,L,$$

where $\Delta E=E_2-E_1$ and $\Delta p=p_2-p_1$. There is one $t$ in it. Your expression has two, and corresponds to $\psi_1(L,t_1)\psi_2^*(L,t_2)$, which does not occur in $|\psi_1+\psi_2|^2$ at any time.

**Q:** These are Dirac particles. Could the spinors supply the missing phase?

**A:** Not for free positive-energy components. In one dimension the Hamiltonian is

$$H=\sigma_xp+\sigma_zm=E(\sigma_x\sin\alpha+\sigma_z\cos\alpha),\qquad \tan\alpha=\frac pm.$$

Its square is $p^2+m^2$, which gives the energy I use. The spinor $(\cos\frac\alpha2,\sin\frac\alpha2)$ has eigenvalue $+E$: the upper entry of $H$ acting on it is $E(\cos\alpha\cos\frac\alpha2+\sin\alpha\sin\frac\alpha2)=E\cos\frac\alpha2$, and the lower one is $E\sin\frac\alpha2$ in the same way. The overlap of the two spinors is therefore $\cos[(\alpha_2-\alpha_1)/2]$, a real number that does not depend on $L$. For $p=1$ and masses 0.05 and 0.10 it is 0.9997. I leave it out from here on.

**Q:** Then which common time should I use? If the energies differ, the phase depends on $t$.

**A:** Start from the mass shells. Subtracting $E_1^2=p_1^2+m_1^2$ from $E_2^2=p_2^2+m_2^2$ and factoring the differences of squares gives

$$\Delta E\,(E_1+E_2)=\Delta p\,(p_1+p_2)+\Delta m^2.$$

Divide by $E_1+E_2$ and define $\bar v=(p_1+p_2)/(E_1+E_2)$:

$$\Delta E=\bar v\,\Delta p+\frac{\Delta m^2}{E_1+E_2}.$$

At the common time $t=L/\bar v$ the phase is then

$$\Delta E\frac L{\bar v}-\Delta p\,L=\frac L{\bar v}\left(\Delta E-\bar v\,\Delta p\right)=\frac{L}{\bar v}\,\frac{\Delta m^2}{E_1+E_2}=\frac{\Delta m^2L}{p_1+p_2}.$$

This is an identity: neither equal energy nor equal momentum was assumed. For relativistic components with nearly equal momenta it becomes $\Delta m^2L/(2E)$.

**Q:** And where does my extra half come from?

**A:** Write $\bar E=(E_1+E_2)/2$ and $\bar t=(t_1+t_2)/2$. Then

$$E_2t_2-E_1t_1=\Delta E\,\bar t+\bar E\,(t_2-t_1).$$

The first term, together with $-\Delta p\,L$, is a common-time phase. The second is the excess. Since $t_i=L\sqrt{1+m_i^2/p_i^2}\approx L(1+m_i^2/2p_i^2)$, nearly equal momenta (with $|\Delta p|/p$ much smaller than $\Delta m^2/m_2^2$) give

$$t_2-t_1\approx\frac{\Delta m^2L}{2E^2},\qquad \bar E(t_2-t_1)\approx\frac{\Delta m^2L}{2E}.$$

The excess is as large as the phase itself because a very small delay is multiplied by the full energy, and not by the small energy difference.

**Q:** You chose $t=L/\bar v$ because it gives a tidy answer. A real detector does not know that time.

**A:** So let the packets choose it. Give each component a momentum amplitude $\exp[-(p-p_i)^2/4\sigma_p^2]$, narrow compared with $p_i$. Put $p=p_i+q$ and expand $E_i(p)\approx E_i+v_iq$, which neglects the spreading of the packet. The integral over $q$ at the detector is

$$\int dq\,e^{-q^2/4\sigma_p^2+iq(L-v_it)}\propto e^{-\sigma_p^2(L-v_it)^2}.$$

With $\sigma=1/(2\sigma_p)$, the spatial width of $|\psi_i|^2$, this means

$$\psi_i(L,t)\propto e^{i(p_iL-E_it)}\exp\left[-\frac{(L-v_it)^2}{4\sigma^2}\right].$$

A detector that records neither the arrival time nor the energy responds to $\int dt\,\psi_1\psi_2^*$. Let $S=v_1^2+v_2^2$ and $t_*=L(v_1+v_2)/S$. Completing the square gives

$$(L-v_1t)^2+(L-v_2t)^2=S(t-t_*)^2+2L^2-\frac{(v_1+v_2)^2L^2}{S}.$$

Because $2S-(v_1+v_2)^2=(v_1-v_2)^2$, the last two terms add up to $L^2(v_1-v_2)^2/S$. Put $t=t_*+s$ and use

$$\int ds\,e^{-as^2+ibs}=\sqrt{\frac\pi a}\,e^{-b^2/4a},\qquad a=\frac S{4\sigma^2},\quad b=\Delta E.$$

The result is

$$\int dt\,\psi_1\psi_2^*\propto e^{i(\Delta E\,t_*-\Delta p\,L)}\exp\left[-\frac{\Delta E^2\sigma^2}{S}-\frac{L^2(v_1-v_2)^2}{4\sigma^2S}\right].$$

The packets select one common time, $t_*$. By the identity above, the phase is

$$\varphi=\frac{\Delta m^2L}{p_1+p_2}+\Delta E\left(t_*-\frac L{\bar v}\right).$$

**Q:** How large is the last term?

**A:** Let $v_a=(v_1+v_2)/2$ and $d=v_2-v_1$. Then $S=2v_a^2+d^2/2$, so $t_*=Lv_a/(v_a^2+d^2/4)$. Inserting $E_{1,2}=\bar E\mp\Delta E/2$ and $v_{1,2}=v_a\mp d/2$ into $\bar v=(E_1v_1+E_2v_2)/(2\bar E)$ gives $\bar v=v_a+\Delta E\,d/(4\bar E)$. To leading order,

$$t_*-\frac L{\bar v}\approx\frac L{v_a}\left(-\frac{d^2}{4v_a^2}+\frac{\Delta E\,d}{4\bar Ev_a}\right).$$

If $\Delta E$ is at most of order $\Delta m^2/E$, then $d$ is of order $\Delta m^2/E^2$, and the term is smaller than the main phase by a factor of order $(\Delta m^2/E^2)^2$. For equal mean energies it vanishes, because $\Delta E=0$.

Packets summed numerically with the full dispersion relation bear this out. With masses 0.05 and 0.10, momenta near 1, $\sigma_p=0.01$ and $L=1600$, the phases are:

- equal energy: 6.0195 rad, against 6.0188 from $\Delta m^2L/(p_1+p_2)$;
- equal momentum: 6.0006 rad, against 6.0000;
- neither equal (mean energies 1 and 0.995): 6.0347 rad, against 6.0341.

The relative discrepancy of about $10^{-4}$ has the size of $\sigma_p^2/p^2$, the amount by which the mean of $1/p$ over the packet exceeds the inverse of the mean momentum.

**Q:** The derivation used Gaussians without spreading. Does the conclusion need them?

**A:** No. Take general amplitudes $f_i(p)$ without negative momenta and with no relative phase at emission:

$$\psi_i(L,t)=\int\frac{dp}{\sqrt{2\pi}}\,f_i(p)\,e^{i[pL-E_i(p)t]}.$$

Change the variable from $p$ to $E$, with $dp=dE/v_i$. In the product $\psi_1\psi_2^*$ the time integral gives $\int dt\,e^{-i(E-E')t}=2\pi\,\delta(E-E')$, so

$$\int dt\,\psi_1\psi_2^*=\int dE\,\frac{f_1f_2^*}{v_1v_2}\,e^{i[p_1(E)-p_2(E)]L}.$$

Each energy interferes only with itself, even if the mean energies differ. At fixed energy $p_1^2-p_2^2=\Delta m^2$, hence

$$p_1(E)-p_2(E)=\frac{\Delta m^2}{p_1(E)+p_2(E)}.$$

The standard phase appears energy by energy. If one integrates over space at a fixed time instead, the same argument selects equal momenta, and the phase is $[E_2(p)-E_1(p)]t=\Delta m^2t/(E_1+E_2)$. With $t=L/\bar v$ this is again $\Delta m^2L/(p_1+p_2)$. Equal energy and equal momentum are thus tied to what is integrated over, and lead to the same phase.

**Q:** Now equal velocities. Surely they double the phase?

**A:** Try your own recipe. Equal velocities mean $E_i=\gamma m_i$ and $p_i=\gamma vm_i$ with common $\gamma$ and $v$. Your phases become $m_i^2L/p_i=m_iL/(\gamma v)$, and their difference is

$$\frac{(m_2-m_1)L}{\gamma v}=\frac{(m_2-m_1)(m_2+m_1)L}{\gamma v(m_1+m_2)}=\frac{\Delta m^2L}{p_1+p_2}.$$

There is no doubling, because there is no delay: $t_1=t_2$, and the excess $\bar E(t_2-t_1)$ is zero. What fails here is your replacement of both momenta by one $E$: the momenta stand in the same ratio as the masses, so their difference cannot be dropped even when it is small.

A factor can still seem to appear. If the heavier component's energy $E_2$ is quoted as the neutrino energy, the ratio of the true phase to $\Delta m^2L/(2E_2)$ is, for relativistic components,

$$\frac{2E_2}{p_1+p_2}\approx\frac{2m_2}{m_1+m_2}=\frac{2}{1+m_1/m_2},$$

which tends to 2 as $m_1/m_2\to0$. That comes from the label attached to $E$, since the two energies are then very different.

**Q:** So equal velocities are a harmless assumption?

**A:** No. They require $E_2/E_1=m_2/m_1$, and the damping factor $\exp(-\Delta E^2\sigma^2/S)$ punishes that. Interference needs $\Delta E$ to be no larger than roughly the energy spread of the packets, which, for packets narrow in momentum, equal velocities allow only for nearly degenerate masses. For masses 0.100 and 0.102, momenta 1.00 and 1.02, $\sigma_p=0.01$ and $L=8000$, the summed packets give 1.6002 rad against 1.6000 from the formula. The visibility, meaning the modulus of the cross term divided by the geometric mean of the two integrated intensities, has already fallen to 0.60.

**Q:** Let me see realistic magnitudes.

**A:** Take round model values: $m_1=0.01$ eV, $m_2=0.05$ eV, $E=1$ GeV, $L=500$ km, packet width $\sigma=10^{-10}$ m. Then $\Delta m^2=0.0025-0.0001=0.0024\ \mathrm{eV}^2$. With $\hbar c=1.97327\times10^{-7}$ eV m restored,

$$\varphi=\frac{0.0024\times5\times10^5}{2\times10^9\times1.97327\times10^{-7}}=3.041\ \mathrm{rad}.$$

Combining the terms $E_it$ and $p_iL$, each near $2.5\times10^{21}$ rad, in high-precision arithmetic gives 3.041 rad at a common time for both equal energy and equal momentum. Separate times give 6.081 rad in both cases.

The delay corresponds to a length $\Delta m^2L/(2E^2)=6.0\times10^{-16}$ m, or $2.0\times10^{-24}$ s. Multiplied by the energy it yields

$$\frac{10^9\times6.0\times10^{-16}}{1.97327\times10^{-7}}\approx3.04\ \mathrm{rad},$$

which is your whole excess. Yet the packets are displaced by only $6\times10^{-6}$ of their width.

Equal velocities with a mean energy of 1 GeV would need $E_1=0.333$ GeV and $E_2=1.667$ GeV. With $S\approx2$, the damping exponent is

$$\frac12\left(\frac{1.333\times10^9\times10^{-10}}{1.97327\times10^{-7}}\right)^2\approx2.3\times10^{11}.$$

In this Gaussian model no interference is left. For equal momenta the energy difference is $1.2\times10^{-12}$ eV and the corresponding damping is negligible.

**Q:** Would the doubled phase be noticeable in a count of flavours?

**A:** Let the produced flavour be $\cos\theta\,\nu_1+\sin\theta\,\nu_2$ and the other one $-\sin\theta\,\nu_1+\cos\theta\,\nu_2$. The amplitude for the change is $\sin\theta\cos\theta\,(\psi_2-\psi_1)$. Normalize both integrated intensities to one, which neglects their small difference for relativistic components. With visibility $V$ the cross term is $Ve^{i\varphi}$, and

$$P=\sin^2\theta\cos^2\theta\,(2-2V\cos\varphi)=\tfrac12\sin^22\theta\,(1-V\cos\varphi).$$

For $V=1$ this is $\sin^22\theta\,\sin^2(\varphi/2)$. With maximal mixing, the example gives $P=0.997$ for the standard phase and 0.010 for the doubled one: nearly complete change against almost none. The packets with masses 0.05 and 0.10, equal momenta and $L=800$ show the same contrast. Their summed intensities give 0.986, as the formula does, while a doubled phase at full visibility would give 0.020.

**Q:** Suppose the baseline is so long that the arrival times really are different. Does my recipe apply then?

**A:** Then the other damping factor acts. For $v_i\approx1$ and $|v_1-v_2|\approx\Delta m^2/(2E^2)$ its exponent is

$$\frac{L^2(v_1-v_2)^2}{8\sigma^2}=\left(\frac L{L_{\rm coh}}\right)^2,\qquad L_{\rm coh}=\frac{4\sqrt2\,\sigma E^2}{\Delta m^2}.$$

In the example $L_{\rm coh}=2.4\times10^{11}$ m, against a baseline of $5\times10^5$ m. Well beyond $L_{\rm coh}$, for a detector that sums over all energies in the packets, $V$ tends to zero and $P$ tends to $\frac12\sin^22\theta$, with no oscillation of either length. Packets that keep their width then arrive separately. For nearly degenerate masses, spreading can keep the packets overlapping, but $V$ still tends to zero, because the phase $\Delta m^2L/[p_1(E)+p_2(E)]$ varies too much over the energies in the packets. What counts is the range of energies summed. For a Gaussian range of width $\delta E$ the phase is spread by about $\varphi\,\delta E/E$, so $V\approx\exp[-\frac12(\varphi\,\delta E/E)^2]$. A detector that selects a window much narrower than the energy spread of the packets therefore still sees the oscillation beyond $L_{\rm coh}$, at the standard phase. Conversely, a beam summed over a 5% range at 1 GeV has $V=1/e$ at $\varphi\approx28$ rad, near $5\times10^6$ m in the example, long before $L_{\rm coh}$ is reached. At distances comparable with $L_{\rm coh}$ the oscillation is weaker but, as long as spreading is neglected, $\varphi$ keeps its value. Summed packets with $\sigma_p=0.02$ at $L=26667$ have a visibility of 0.134; the formula, which neglects spreading, gives 0.132.

**Q:** And a detector fast enough to record the time of each event?

**A:** An event at time $t$ still has one time in both amplitudes. As long as spreading is neglected, its phase is

$$\Delta E\,t-\Delta p\,L=\frac{\Delta m^2L}{p_1+p_2}+\Delta E\left(t-\frac L{\bar v}\right).$$

For equal momenta $\Delta E\approx\Delta m^2/(2E)$, so doubling the phase would take $t-L/\bar v\approx L$. That is an event about a full flight time late, far outside a packet much shorter than the baseline. If $\Delta E$ is as large as the energy spread of the packets, the last term does matter inside the packet, but it changes sign at $t=L/\bar v$. For the equal-velocity packets above, $\Delta E\approx0.020$, so an event 80 time units late has a phase near 3.2 rad and one 80 units early a phase near zero, on either side of the standard 1.6 rad. Timing spreads the phase around the standard value; it does not produce a systematic factor of two.

**Q:** Then my error was to subtract phases taken at two different times, and my claim about equal velocities was a separate mistake.

**A:** Yes. You can see the first one by putting the measured mean arrival times of the summed packets into your recipe. At $L=800$ it gives 2.0003 times the standard phase for equal momentum and 2.0066 times for equal energy, while the cross term of such packets follows the standard phase. The numerical output below lists these values.

## Calculated quantities

```
PACKET MODEL (dimensionless, hbar = c = 1)
masses m1, m2 (first three cases): 0.05, 0.1; sigma_p = 0.01
equal velocity case: m1, m2 = 0.100, 0.102; p1, p2 = 1.00, 1.02
equal energy, L = 1600: packet phase 6.0195 rad, formula 6.0188 rad
   visibility: packets 0.9982, Gaussian formula 0.9982
equal momentum, L = 1600: packet phase 6.0006 rad, formula 6.0000 rad
   visibility: packets 0.9808, Gaussian formula 0.9808
neither equal, L = 1600: packet phase 6.0347 rad, formula 6.0341 rad
   visibility: packets 0.9672, Gaussian formula 0.9672
equal velocity, L = 8000: packet phase 1.6002 rad, formula 1.6000 rad
   visibility: packets 0.6004, Gaussian formula 0.6005
equal energy, L = 800: arrival difference 3.0293, faulty/standard phase 2.0066
equal momentum, L = 800: arrival difference 2.9916, faulty/standard phase 2.0003
flavour change at L = 800: packets 0.9862, formula 0.9862, doubled phase 0.0199
fixed-time phase at t = 800: packets 2.9910 rad, formula 2.9907 rad
separated packets, sigma_p = 0.02, L = 26667: visibility 0.1337, formula 0.1320
Dirac spinor overlap at p = 1: 0.999691
WORKED EXAMPLE (round model parameters)
m1 = 0.01 eV, m2 = 0.05 eV, dm2 = 0.0024 eV^2
E = 1.0 GeV, L = 500 km, sigma_x = 1.0e-10 m
hbar*c = 1.973270e-07 eV m
single-component scale E L/(hbar c) = 2.534e+21 rad
standard phase dm2 L/(2E) = 3.0406 rad
common time, equal energy: 3.0406 rad
common time, equal momentum: 3.0406 rad
separate times, equal energy: 6.0813 rad
separate times, equal momentum: 6.0813 rad
flavour change, standard phase: 0.9975
flavour change, doubled phase: 0.0102
arrival-time difference = 2.001e-24 s
excess phase E*delay/hbar = 3.0406 rad
packet separation = 6.000e-16 m
separation / sigma_x = 6.000e-06
coherence length = 2.357e+11 m
equal momentum: E2-E1 = 1.200e-12 eV, (E2-E1) sigma_x/(hbar c) = 6.081e-16
equal velocity: E1 = 0.3333 GeV, E2 = 1.6667 GeV
equal velocity phase = 3.0406 rad
equal velocity phase / phase quoted with E2 = 1.6667
equal velocity damping exponent = 2.283e+11
```
